# Smearing bias, mesh noise and triangles for the double-delta sum: a program that tests the result

```python
"""
Double-delta Fermi-surface sum on a square-lattice band.
  band: e(k) = -2 t (cos kx + cos ky), Fermi level mu, lattice constant 1
  xi(q) = zone average of delta(e(k)-mu) delta(e(k+q)-mu), q = (q, 0)
  lambda_q = 2 g^2 xi(q) / (omega N_F), N_F = density of states per spin
Result under test: with s = sin(q/2), c = cos(q/2), w = mu/2t +- c,
  xi = sum over |w|<1 of (1-w^2)^(-1/2) / (16 pi^2 t^2 s),
together with the error laws of Gaussian smearing (width sigma, N x N mesh),
of linear triangles, and of triangles with true velocities at the crossing.
Energies are in units of t, wave vectors in inverse lattice constants.
"""
import numpy as np
from scipy.special import ellipk, gamma
from scipy.integrate import quad

t, mu, g, omega = 1.0, -2.4, 0.5, 0.05
pi = np.pi


def joint_density(M, D, q):
    """Density of pairs (e(k), e(k+q)) at mean energy M and difference D."""
    s, c = np.sin(q / 2), np.cos(q / 2)
    C = np.sqrt(1 - (D / (4 * t * s))**2)
    total = 0.0
    for eta in (1, -1):
        r = 1 - (M / (2 * t) + eta * c * C)**2
        total = total + np.where(r > 0, 1 / np.sqrt(np.where(r > 0, r, 1)), 0) / C
    return total / (16 * pi**2 * t**2 * s)


def xi_exact(q, level=mu):
    return float(joint_density(level, 0.0, q))


def bias_coefficient(q, level=mu):
    """Relative smearing bias divided by sigma^2, for small sigma."""
    s, c = np.sin(q / 2), np.cos(q / 2)
    top = bottom = 0.0
    for eta in (1, -1):
        w = level / (2 * t) + eta * c
        if abs(w) < 1:
            r = 1 - w * w
            f, f1, f2 = r**-0.5, w * r**-1.5, (1 + 2 * w * w) * r**-2.5
            top += f2 + (f - eta * c * f1) / s**2
            bottom += f
    return top / (16 * t**2 * bottom)


def smeared(q, N, sigma, shift=(0.0, 0.0), level=mu):
    """Double-delta sum with two Gaussians on a shifted N x N mesh."""
    kx = 2 * pi * (np.arange(N) + shift[0]) / N
    ky = 2 * pi * (np.arange(N) + shift[1]) / N
    ey = -2 * t * np.cos(ky)[None, :] - level
    e1 = -2 * t * np.cos(kx)[:, None] + ey
    e2 = -2 * t * np.cos(kx + q)[:, None] + ey
    return np.exp(-(e1**2 + e2**2) / (2 * sigma**2)).mean() / (2 * pi * sigma**2)


def converged(q, sigma, level=mu):
    return smeared(q, int(30 / sigma), sigma, level=level)


def triangles(q, N, shift):
    """Return linear sum, sum with true velocities, number of crossings."""
    h = 2 * pi / N
    kx = h * (np.arange(N + 1) + shift[0])
    ky = h * (np.arange(N + 1) + shift[1])
    ey = -2 * t * np.cos(ky)[None, :] - mu
    e1 = -2 * t * np.cos(kx)[:, None] + ey
    e2 = -2 * t * np.cos(kx + q)[:, None] + ey
    lo, hi = slice(None, -1), slice(1, None)
    linear = true_velocity = 0.0
    count = 0
    for corners, sign in ((((lo, lo), (hi, lo), (lo, hi)), 1),
                          (((hi, hi), (lo, hi), (hi, lo)), -1)):
        a1, b1, c1 = (e1[v] for v in corners)
        a2, b2, c2 = (e2[v] for v in corners)
        wa, wb, wc = b1 * c2 - c1 * b2, c1 * a2 - a1 * c2, a1 * b2 - b1 * a2
        inside = ((wa >= 0) & (wb >= 0) & (wc >= 0)) | \
                 ((wa <= 0) & (wb <= 0) & (wc <= 0))
        i, j = np.nonzero(inside)
        if len(i) == 0:
            continue
        det = wa[i, j] + wb[i, j] + wc[i, j]
        first = 0 if sign == 1 else 1
        x = kx[i + first] + sign * h * wb[i, j] / det
        y = ky[j + first] + sign * h * wc[i, j] / det
        cross = 4 * t**2 * np.sin(y) * (np.sin(x) - np.sin(x + q))
        linear += np.sum(1 / np.abs(det)) / N**2
        true_velocity += np.sum(1 / np.abs(cross)) / (4 * pi**2)
        count += len(i)
    return linear, true_velocity, count


def geometry(q):
    """s, c and sine, cosine of the crossing wave vector p (one branch)."""
    s, c = np.sin(q / 2), np.cos(q / 2)
    cp = -mu / (2 * t) - c
    return s, c, np.sqrt(1 - cp**2), cp


def dos(E):
    return ellipk(1 - (E / (4 * t))**2) / (2 * pi**2 * t)


NF = dos(mu)
lam = 2 * g**2 * NF / omega
to_lambda = 2 * g**2 / (omega * NF)
q1, q2 = 1.5, 2.5
q_edge = 2 * np.arccos(-mu / (2 * t) - 1)
print(f"inputs: t = {t}, mu = {mu} t, g = {g} t, omega = {omega} t")
print(f"N_F = {NF:.6f} per t and spin; total lambda = {lam:.5f}")
print(f"edge wave vector 2k_F = {q_edge:.5f} (1/a)")

# closed form against the definition, extrapolated to zero width
for q, level in ((q1, mu), (q2, mu), (2.5, -0.6)):
    sig = 0.03
    limit = (4 * converged(q, sig, level) - converged(q, 2 * sig, level)) / 3
    assert abs(limit / xi_exact(q, level) - 1) < 2e-3
# joint density away from the Fermi level: its Gaussian average
nodes, weights = np.polynomial.hermite_e.hermegauss(24)
weights = weights / weights.sum()
sig = 0.1
average = np.sum(weights[:, None] * weights[None, :] * joint_density(
    mu + sig / np.sqrt(2) * nodes[:, None], np.sqrt(2) * sig * nodes[None, :], q1))
assert abs(average / converged(q1, sig) - 1) < 1e-6

for q in (q1, q2):
    s, c, sp, cp = geometry(q)
    print(f"q = {q} 1/a: s = {s:.5f}, c = {c:.5f}, p = {np.arccos(cp):.5f} 1/a")
    print(f"  xi = {xi_exact(q):.6f} 1/t^2, lambda_q = {to_lambda*xi_exact(q):.5f}")
    print(f"  bias coefficient B = {bias_coefficient(q):.4f} 1/t^2")

# leading smearing bias, one and two branches
for q, level in ((q1, mu), (q2, mu), (2.5, -0.6)):
    sig = 0.03
    measured = (converged(q, sig, level) / xi_exact(q, level) - 1) / sig**2
    assert abs(measured / bias_coefficient(q, level) - 1) < 0.04

# q average of the smeared sum equals the squared smeared density of states
def smeared_dos(sig):
    return quad(lambda E: dos(E) * np.exp(-(E - mu)**2 / (2 * sig**2)),
                -4 * t, -1e-3, points=[mu], limit=200)[0] / (np.sqrt(2 * pi) * sig)

n, sig = 32, 0.3
total = np.mean([smeared(2 * pi * i / n, n, sig) for i in range(n)])
k = 2 * pi * np.arange(n) / n
delta = np.exp(-(-2 * t * (np.cos(k)[:, None] + np.cos(k)) - mu)**2 / (2 * sig**2))
delta /= np.sqrt(2 * pi) * sig
full = np.mean([np.mean(delta * np.roll(delta, (i, j), (0, 1)))
                for i in range(n) for j in range(n)])
row = np.mean([np.mean(delta * np.roll(delta, i, 0)) for i in range(n)])
assert abs(row / total - 1) < 1e-10
assert abs(full / smeared_dos(sig)**2 - 1) < 2e-3

print("converged smearing bias in %: q=1.5, q=2.5, total lambda")
for sig in (0.05, 0.1, 0.2, 0.3):
    b = [100 * (converged(q, sig) / xi_exact(q) - 1) for q in (q1, q2)]
    b_total = 100 * ((smeared_dos(sig) / NF)**2 - 1)
    print(f"  sigma = {sig} t: {b[0]:.3f}, {b[1]:.3f}, {b_total:.3f}")

# places where the small-width expansion fails
sig = 0.05
at_zero = converged(0.0, sig)
assert abs(at_zero / (NF / (2 * np.sqrt(pi) * sig)) - 1) < 5e-3
print(f"q = 0, sigma = {sig} t: smeared lambda_q = {to_lambda*at_zero:.4f}")
for sig in (0.04, 0.015):
    peak = converged(q_edge, sig)
    law = np.sqrt(t / sig) * gamma(0.25) / (2 * np.sqrt(pi)) \
        / (16 * pi**2 * t**2 * np.sin(q_edge / 2))
    print(f"2k_F, sigma = {sig} t: smeared lambda_q = {to_lambda*peak:.4f},"
          f" law {to_lambda*law:.4f}")
assert abs(peak / law - 1) < 0.02
q_out = 2.9
assert xi_exact(q_out) == 0 and triangles(q_out, 60, (0.37, 0.21))[2] == 0
leak = converged(q_out, 0.1)
print(f"q = {q_out} 1/a, sigma = 0.1 t: exact 0, smeared lambda_q ="
      f" {to_lambda*leak:.5f}")

# mesh noise of the smeared sum over uniformly shifted meshes
def predicted_noise(q, N, sig):
    s, c, sp, cp = geometry(q)
    m = np.arange(-40, 41)
    W2 = np.exp(-(sig * N)**2 / (8 * t**2)
                * (m[:, None]**2 / s**2 + m[None, :]**2 / sp**2))
    W2 = W2 * np.cos(N * m * np.arccos(cp))[None, :]**2
    W2[40, 40] = 0
    return np.sqrt(W2.sum())

offsets = (np.arange(24) + 0.5) / 24
print("smearing noise (rms over mesh shifts) in %, q = 1.5: measured, law")
for N, sig in ((40, 0.02), (40, 0.05), (40, 0.1), (80, 0.05)):
    values = [smeared(q1, N, sig, (a, b)) for a in offsets for b in offsets]
    noise, law = np.std(values) / xi_exact(q1), predicted_noise(q1, N, sig)
    assert abs(noise / law - 1) < 0.1
    print(f"  N = {N}, sigma = {sig} t: {100*noise:.2f}, {100*law:.2f}")

# triangle errors over uniformly shifted meshes
s, c, sp, cp = geometry(q1)
means = []
print("triangles, q = 1.5, errors in %: linear mean, std, law; true-velocity mean, law")
for N in (40, 80):
    h = 2 * pi / N
    data = np.array([triangles(q1, N, ((a + 0.5) / 6, (b + 0.5) / 300))
                     for a in range(6) for b in range(300)])
    assert np.all(data[:, 2] == 2)
    error = data[:, :2] / xi_exact(q1) - 1
    phi = (2 * np.arccos(cp) / h) % 1
    law_std = h * abs(cp / sp) / 2 * np.sqrt(phi * (1 - phi))
    law_true = h**2 * cp / sp**2 * (c + cp) / 12
    mean_lin, std_lin, mean_true = error[:, 0].mean(), error[:, 0].std(), error[:, 1].mean()
    assert abs(std_lin / law_std - 1) < 0.1
    assert abs(mean_true / law_true - 1) < 0.05
    means.append(mean_lin)
    print(f"  N = {N}: {100*mean_lin:.3f}, {100*std_lin:.3f}, {100*law_std:.3f};"
          f" {100*mean_true:.4f}, {100*law_true:.4f}")
assert 3 < means[0] / means[1] < 5

# meshes required for one per cent, checked on randomly shifted meshes
tol = 0.01
rng = np.random.default_rng(1)
shifts = rng.random((40, 2))
print(f"mesh N for error {100*tol:.0f} %, and worst error in % over {len(shifts)} shifts")
for q in (q1, q2):
    s, c, sp, cp = geometry(q)
    sig = np.sqrt(0.5 * tol / bias_coefficient(q))
    N_smear = int(np.ceil(4 * t * max(s, sp) / sig * np.sqrt(np.log(4 / tol))))
    N_lin = int(np.ceil(2 * pi * abs(cp / sp) / (2 * tol)))
    N_true = int(np.ceil(2 * pi * np.sqrt(cp / sp**2 * (c + cp) / (8 * tol))))
    worst = [max(abs(smeared(q, N_smear, sig, v) / xi_exact(q) - 1) for v in shifts),
             max(abs(triangles(q, N_lin, v)[0] / xi_exact(q) - 1) for v in shifts),
             max(abs(triangles(q, N_true, v)[1] / xi_exact(q) - 1) for v in shifts)]
    assert max(worst) < 1.25 * tol
    print(f"  q = {q} 1/a: smearing sigma = {sig:.4f} t, N = {N_smear},"
          f" worst {100*worst[0]:.3f}")
    print(f"    linear triangles N = {N_lin}, worst {100*worst[1]:.3f}")
    print(f"    true-velocity triangles N = {N_true}, worst {100*worst[2]:.3f}")

print("success")
```

Output:

```
inputs: t = 1.0, mu = -2.4 t, g = 0.5 t, omega = 0.05 t
N_F = 0.101083 per t and spin; total lambda = 1.01083
edge wave vector 2k_F = 2.73888 (1/a)
q = 1.5 1/a: s = 0.68164, c = 0.73169, p = 1.08342 1/a
  xi = 0.010514 1/t^2, lambda_q = 1.04018
  bias coefficient B = 0.3411 1/t^2
q = 2.5 1/a: s = 0.94898, c = 0.31532, p = 0.48499 1/a
  xi = 0.014313 1/t^2, lambda_q = 1.41601
  bias coefficient B = 3.5525 1/t^2
converged smearing bias in %: q=1.5, q=2.5, total lambda
  sigma = 0.05 t: 0.086, 0.938, 0.022
  sigma = 0.1 t: 0.345, 4.827, 0.088
  sigma = 0.2 t: 1.429, 13.256, 0.357
  sigma = 0.3 t: 3.440, 4.537, 0.815
q = 0, sigma = 0.05 t: smeared lambda_q = 56.4221
2k_F, sigma = 0.04 t: smeared lambda_q = 3.2733, law 3.2697
2k_F, sigma = 0.015 t: smeared lambda_q = 5.3415, law 5.3394
q = 2.9 1/a, sigma = 0.1 t: exact 0, smeared lambda_q = 0.08416
smearing noise (rms over mesh shifts) in %, q = 1.5: measured, law
  N = 40, sigma = 0.02 t: 331.92, 332.09
  N = 40, sigma = 0.05 t: 136.04, 137.11
  N = 40, sigma = 0.1 t: 34.66, 35.80
  N = 80, sigma = 0.05 t: 19.29, 19.78
triangles, q = 1.5, errors in %: linear mean, std, law; true-velocity mean, law
  N = 40: 0.561, 1.841, 1.682; 0.1485, 0.1480
  N = 80: 0.141, 1.037, 1.024; 0.0371, 0.0370
mesh N for error 1 %, and worst error in % over 40 shifts
  q = 1.5 1/a: smearing sigma = 0.1211 t, N = 72, worst 0.978
    linear triangles N = 167, worst 0.628
    true-velocity triangles N = 19, worst 0.956
  q = 2.5 1/a: smearing sigma = 0.0375 t, N = 248, worst 1.009
    linear triangles N = 597, worst 0.826
    true-velocity triangles N = 50, worst 0.840
success
```
